# Time Lag for Permeation Through an Initially Empty Membrane: a numerical check

```python
"""Time lag of permeation through an initially empty flat membrane.

Result under test: with constant diffusivity D, thickness L, entry face held
at concentration c0 and exit face at zero, the amount Q(t) that has left per
unit area approaches (D*c0/L)*(t - lag), with lag = L**2/(6*D).
Also tested: the full transient, the entry-side intercept, a partly filled
start (uniform concentration fill*c0), and reversible immobile storage s with
ds/dt = k_on*c - k_off*s and K = k_on/k_off.
The reference is a finite-volume model advanced by a matrix exponential.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import expm


def simulate(D, L, c0, dt, steps, k_on=0.0, k_off=0.0, fill=0.0, cells=100):
    """Return times, cell centres, profiles, exit flux, amounts out and in."""
    h = L / cells
    entered, left, one = 2 * cells, 2 * cells + 1, 2 * cells + 2
    rate = np.zeros((2 * cells + 3, 2 * cells + 3))
    for i in range(cells - 1):
        exchange = D / h**2
        rate[i, i] -= exchange
        rate[i, i + 1] += exchange
        rate[i + 1, i + 1] -= exchange
        rate[i + 1, i] += exchange
    # The faces lie half a cell away from the outer cell centres.
    rate[entered, one] = 2 * D * c0 / h
    rate[entered, 0] = -2 * D / h
    rate[left, cells - 1] = 2 * D / h
    rate[0] += rate[entered] / h
    rate[cells - 1] -= rate[left] / h
    for i in range(cells):
        site = cells + i
        rate[site, i] += k_on
        rate[site, site] -= k_off
        rate[i, i] -= k_on
        rate[i, site] += k_off
    state = np.zeros(2 * cells + 3)
    state[:cells] = fill * c0
    state[one] = 1.0
    advance = expm(rate * dt)
    history = [state]
    for _ in range(steps):
        state = advance @ state
        history.append(state)
    history = np.array(history)
    times = dt * np.arange(steps + 1)
    centres = (np.arange(cells) + 0.5) * h
    exit_flux = 2 * D * history[:, cells - 1] / h
    return (times, centres, history[:, :cells], exit_flux,
            history[:, left], history[:, entered])


modes = np.arange(1, 101)
signs = (-1.0) ** modes


def decay(t, D, L):
    return np.exp(-(modes * np.pi / L) ** 2 * D * t)


def profile_series(x, t, D, L, c0):
    waves = np.sin(np.outer(np.atleast_1d(x), modes) * np.pi / L)
    return c0 * (1 - np.atleast_1d(x) / L) - 2 * c0 / np.pi * (
        waves @ (decay(t, D, L) / modes))


def flux_series(t, D, L, c0):
    return D * c0 / L * (1 + 2 * np.sum(signs * decay(t, D, L)))


def amount_series(t, D, L, c0):
    return D * c0 / L * (t - L**2 / (6 * D)) - 2 * c0 * L / np.pi**2 * np.sum(
        signs * decay(t, D, L) / modes**2)


# Sine coefficients of the initial deviation from the steady profile.
L_test, D_test, c_test = 1.3, 0.7, 2.0
for n in (1, 2, 5):
    projection = quad(lambda x: -c_test * (1 - x / L_test)
                      * np.sin(n * np.pi * x / L_test), 0, L_test)[0]
    assert abs(2 / L_test * projection + 2 * c_test / (n * np.pi)) < 1e-9

# Alternating sum that links the integrated series to the moment result.
many = np.arange(1, 200001, dtype=float)
alternating_sum = np.sum(np.where(many % 2 == 1, 1.0, -1.0) / many**2)
assert abs(alternating_sum - np.pi**2 / 12) < 1e-9

# Transient profile, flux and amount against the finite-volume model.
unit_time = L_test**2 / D_test
times, centres, profiles, fluxes, out, entered = simulate(
    D_test, L_test, c_test, 0.05 * unit_time, 20)
steady = D_test * c_test / L_test
for k in range(1, 21):
    t = times[k]
    exact_profile = profile_series(centres, t, D_test, L_test, c_test)
    assert np.max(np.abs(profiles[k] - exact_profile)) < 1e-3 * c_test
    assert abs(fluxes[k] - flux_series(t, D_test, L_test, c_test)) < 1e-3 * steady
    assert abs(out[k] - amount_series(t, D_test, L_test, c_test)) < (
        2e-4 * c_test * L_test)

# Moment identity: integrated flux against the first moment of the profile.
# Before 0.005 L^2/D the exit flux is below 1e-18 of its steady value.
for scaled_time in (0.08, 0.2, 0.6):
    t = scaled_time * unit_time
    integrated = quad(lambda u: flux_series(u, D_test, L_test, c_test),
                      0.005 * unit_time, t, epsabs=1e-11, limit=200)[0]
    moment = quad(lambda x: x * profile_series(x, t, D_test, L_test, c_test)[0],
                  0, L_test, epsabs=1e-11)[0]
    assert abs(integrated - (steady * t - moment / L_test)) < 1e-8
    assert abs(integrated - amount_series(t, D_test, L_test, c_test)) < 1e-8

# Monotonic approach: profile and flux rise, tangent intercept rises to the lag.
assert np.all(np.diff(profiles, axis=0) > -1e-8)
assert np.all(np.diff(fluxes) > -1e-8)
tangent = times[1:] - out[1:] / fluxes[1:]
assert np.all(np.diff(tangent) > -1e-8)
assert np.all(out - steady * (times - unit_time / 6) > 0)


def late_intercepts(D, L, **options):
    """Exit and entry intercepts from two late times; also the late flux."""
    step = 12 * L**2 / D
    t, _, _, flux, q_out, q_in = simulate(D, L, 1.0, step, 2, **options)
    slope_out = (q_out[2] - q_out[1]) / step
    slope_in = (q_in[2] - q_in[1]) / step
    return t[2] - q_out[2] / slope_out, t[2] - q_in[2] / slope_in, flux[2]


# Scaling with thickness and diffusivity, and the entry-side intercept.
for D, L in ((1.0, 1.0), (1.0, 2.0), (0.3, 1.0), (2.5, 0.6)):
    exit_lag, entry_lag, _ = late_intercepts(D, L)
    assert abs(exit_lag / (L**2 / (6 * D)) - 1) < 5e-4
    assert abs(entry_lag / (-L**2 / (3 * D)) - 1) < 5e-4

# A partly filled start changes the intercept.
test_fill = 0.2
filled_lag = late_intercepts(1.0, 1.0, fill=test_fill)[0]
assert abs(filled_lag - (1 / 6 - test_fill / 2)) < 1e-4

# Storage: same lag for slow and fast exchange, unchanged steady flux.
K = 2.0
storage_lags = []
for k_off in (5.0, 100.0):
    stored_lag, _, stored_flux = late_intercepts(
        1.0, 1.0, k_on=K * k_off, k_off=k_off)
    assert abs(stored_lag - (1 + K) / 6) < 5e-4
    assert abs(stored_flux - 1) < 1e-5
    storage_lags.append(stored_lag)

# Worked example, lengths in cm, times in s.
L, D, c0 = 1e-3, 1e-9, 1e16
lag = L**2 / (6 * D)
J_steady = D * c0 / L
print(f"thickness L = {L * 1e4:.1f} um")
print(f"diffusivity D = {D:.2e} cm^2/s")
print(f"entry concentration c0 = {c0:.2e} cm^-3")
print(f"diffusion time L^2/D = {L**2 / D:.1f} s")
print(f"time lag L^2/(6D) = {lag:.2f} s = {lag / 60:.3f} min")
print(f"steady flux = {J_steady:.3e} cm^-2 s^-1")
print(f"steady stored amount c0*L/2 = {c0 * L / 2:.3e} cm^-2")
print(f"entry-side intercept = {-L**2 / (3 * D):.2f} s")

for multiple in (0.5, 1, 2, 3, 6):
    t = multiple * lag
    J = flux_series(t, D, L, c0)
    Q = amount_series(t, D, L, c0)
    print(f"t = {multiple} lag = {t:.1f} s: J/J_steady = {J / J_steady:.4f}")
    print(f"  amount out Q = {Q:.3e} cm^-2")
    print(f"  tangent intercept = {t - Q / J:.2f} s")

# Straight-line evaluation of the simulated permeation curve.
# The simulation uses c/c0; amounts are multiplied by c0 afterwards.
times, _, _, _, relative_out, _ = simulate(D, L, 1.0, lag / 20, 120)
fitted = {}
for name, first, last in (("early", 20, 40), ("late", 60, 120)):
    window = slice(first, last + 1)
    slope, offset = np.polyfit(times[window], c0 * relative_out[window], 1)
    fit_lag = -offset / slope
    fit_D = L**2 / (6 * fit_lag)
    fit_c0 = slope * L / fit_D
    fitted[name] = fit_lag
    print(f"{name} fit, {times[first]:.1f} to {times[last]:.1f} s:")
    print(f"  fitted lag = {fit_lag:.2f} s ({100 * (fit_lag / lag - 1):.2f} %)")
    print(f"  fitted slope = {slope:.3e} cm^-2 s^-1")
    print(f"  D from fit = {fit_D:.3e} cm^2/s")
    print(f"  c0 from fit = {fit_c0:.3e} cm^-3")
assert fitted["early"] < 0.85 * lag
assert 0.98 * lag < fitted["late"] < lag

print(f"filled start, fill = {test_fill}: simulated lag = "
      f"{filled_lag * L**2 / D:.2f} s")
print(f"filled start, formula = {(1 / 6 - test_fill / 2) * L**2 / D:.2f} s")
print(f"storage ratio K = {K:.1f}")
print(f"storage, slow exchange: simulated lag = "
      f"{storage_lags[0] * L**2 / D:.2f} s")
print(f"storage, fast exchange: simulated lag = "
      f"{storage_lags[1] * L**2 / D:.2f} s")
print(f"storage, formula (1+K)L^2/(6D) = {(1 + K) * lag:.2f} s")
print(f"apparent D with storage = {L**2 / (6 * (1 + K) * lag):.3e} cm^2/s")
print("no test failed")
```

It prints:

```
thickness L = 10.0 um
diffusivity D = 1.00e-09 cm^2/s
entry concentration c0 = 1.00e+16 cm^-3
diffusion time L^2/D = 1000.0 s
time lag L^2/(6D) = 166.67 s = 2.778 min
steady flux = 1.000e+10 cm^-2 s^-1
steady stored amount c0*L/2 = 5.000e+12 cm^-2
entry-side intercept = -333.33 s
t = 0.5 lag = 83.3 s: J/J_steady = 0.1946
  amount out Q = 3.823e+10 cm^-2
  tangent intercept = 63.69 s
t = 1 lag = 166.7 s: J/J_steady = 0.6167
  amount out Q = 3.904e+11 cm^-2
  tangent intercept = 103.36 s
t = 2 lag = 333.3 s: J/J_steady = 0.9255
  amount out Q = 1.742e+12 cm^-2
  tangent intercept = 145.09 s
t = 3 lag = 500.0 s: J/J_steady = 0.9856
  amount out Q = 3.348e+12 cm^-2
  tangent intercept = 160.32 s
t = 6 lag = 1000.0 s: J/J_steady = 0.9999
  amount out Q = 8.333e+12 cm^-2
  tangent intercept = 166.57 s
early fit, 166.7 to 333.3 s:
  fitted lag = 124.39 s (-25.37 %)
  fitted slope = 8.177e+09 cm^-2 s^-1
  D from fit = 1.340e-09 cm^2/s
  c0 from fit = 6.103e+15 cm^-3
late fit, 500.0 to 1000.0 s:
  fitted lag = 165.10 s (-0.94 %)
  fitted slope = 9.978e+09 cm^-2 s^-1
  D from fit = 1.010e-09 cm^2/s
  c0 from fit = 9.884e+15 cm^-3
filled start, fill = 0.2: simulated lag = 66.67 s
filled start, formula = 66.67 s
storage ratio K = 2.0
storage, slow exchange: simulated lag = 500.02 s
storage, fast exchange: simulated lag = 500.02 s
storage, formula (1+K)L^2/(6D) = 500.00 s
apparent D with storage = 3.333e-10 cm^2/s
no test failed
```
